# Final-State Radiation and the Order-α Thrust Distribution: a program that tests the result

```python
"""Final-state radiation in e- e+ -> gamma* -> f fbar gamma, massless f, |Q|=1.
Result under test, after averaging over event orientation:
  (1/sigma0) d2sigma/dx1dx2 = alpha/(2 pi) F,
  F = (x1^2+x2^2)/((1-x1)(1-x2)),
and (1/sigma0) dsigma/dT = alpha/(2 pi) D(T) for 2/3 < T < 1, where
  D = 2(3T^2-3T+2)/(T(1-T)) ln((2T-1)/(1-T)) - 3(3T-2)(2-T)/(1-T).
x1, x2, x3: energies of f, fbar, photon divided by sqrt(s)/2.
T: thrust with the photon included; sigma0: cross section without photon.
Tensors H have the coupling e of the emitted photon removed.
Natural units; energies in GeV.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad

alpha = constants.fine_structure
e2 = 4 * np.pi * alpha
root_s = 20.0
s = root_s**2
muon_mass = constants.physical_constants[
    "muon mass energy equivalent in MeV"][0] / 1000

# Dirac matrices with upper index, and the metric
metric = np.diag([1.0, -1.0, -1.0, -1.0])
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.kron(np.diag([1, -1]), np.eye(2)).astype(complex)]
gamma += [np.kron(np.array([[0, 1], [-1, 0]]), p) for p in pauli]
identity = np.eye(4)


def dot(a, b):
    return a @ metric @ b


def slash(p):
    return sum(metric[i, i] * p[i] * gamma[i] for i in range(4))


def momenta(x1, x2, mass=0.0):
    """Event in the x-z plane, photon along z."""
    e1, e2_, k = (0.5 * root_s * x for x in (x1, x2, 2 - x1 - x2))
    p1 = np.sqrt(e1**2 - mass**2)
    p2 = np.sqrt(e2_**2 - mass**2)
    c = (p2**2 - p1**2 - k**2) / (2 * p1 * k)
    k1 = np.array([e1, p1 * np.sqrt(1 - c**2), 0, p1 * c])
    k3 = np.array([k, 0, 0, k])
    k2 = np.array([root_s, 0, 0, 0]) - k1 - k3
    return k1, k2, k3


def spin_sum(operators, k1, k2, mass=0.0):
    """Tensor Tr[(k1slash+m) O^mu (k2slash-m) Obar^nu]."""
    left = slash(k1) + mass * identity
    right = slash(k2) - mass * identity
    bars = [gamma[0] @ o.conj().T @ gamma[0] for o in operators]
    return np.array([[np.trace(left @ o @ right @ b) for b in bars]
                     for o in operators])


def radiative_tensor(x1, x2, mass=0.0):
    k1, k2, k3 = momenta(x1, x2, mass)
    total = np.zeros((4, 4), complex)
    for pol in (np.array([0, 1.0, 0, 0]), np.array([0, 0, 1.0, 0])):
        eps = slash(pol)
        from_f = eps @ (slash(k1 + k3) + mass * identity)
        from_fbar = (slash(k2 + k3) - mass * identity) @ eps
        ops = [from_f @ g / (2 * dot(k1, k3))
               - g @ from_fbar / (2 * dot(k2, k3)) for g in gamma]
        total += spin_sum(ops, k1, k2, mass)
    return total


def minus_trace(tensor):
    return -np.sum(metric * tensor).real


def beam_contraction(axis, tensor):
    p = 0.5 * root_s * np.array([1, *axis])
    pbar = 0.5 * root_s * np.array([1, *(-np.asarray(axis))])
    lepton = 4 * (np.outer(p, pbar) + np.outer(pbar, p)
                  - metric * dot(p, pbar))
    return np.sum((metric @ lepton @ metric) * tensor).real


def orientation_average(tensor):
    nodes, weights = np.polynomial.legendre.leggauss(4)
    result = 0.0
    for c, w in zip(nodes, weights):
        for phi in 2 * np.pi * np.arange(8) / 8:
            r = np.sqrt(1 - c * c)
            axis = (r * np.cos(phi), r * np.sin(phi), c)
            result += w / 2 / 8 * beam_contraction(axis, tensor)
    return result


def F(x1, x2):
    return (x1**2 + x2**2) / ((1 - x1) * (1 - x2))


# Process without photon, and its cross section
direction = np.array([0.6, 0.0, 0.8])
pair1 = 0.5 * root_s * np.array([1, *direction])
pair2 = 0.5 * root_s * np.array([1, *(-direction)])
H2 = spin_sum(gamma, pair1, pair2)
assert np.isclose(minus_trace(H2), 4 * s, rtol=1e-12)
average2 = orientation_average(H2)
sigma0 = e2**2 / s**2 * average2 / 4 / (2 * s) / (8 * np.pi)
assert np.isclose(sigma0, 4 * np.pi * alpha**2 / (3 * s), rtol=1e-11)

# Radiative tensor, current conservation, average and normalization
for x1, x2 in [(0.9, 0.7), (0.55, 0.8), (0.97, 0.35), (0.6, 0.6)]:
    k1, k2, k3 = momenta(x1, x2)
    assert np.isclose(2 * dot(k1, k3), s * (1 - x2))
    assert np.isclose(2 * dot(k2, k3), s * (1 - x1))
    H3 = radiative_tensor(x1, x2)
    size = np.max(abs(H3))
    assert np.max(abs(H3[0, :])) < 1e-10 * size
    assert np.max(abs(H3[:, 0])) < 1e-10 * size
    assert np.isclose(minus_trace(H3), 8 * F(x1, x2), rtol=1e-10)
    average3 = orientation_average(H3)
    assert np.isclose(average3, 4 * s / 3 * minus_trace(H3), rtol=1e-10)
    ratio = (s / (128 * np.pi**3) * e2 * average3
             / (average2 / (8 * np.pi)))
    assert np.isclose(ratio, alpha / (2 * np.pi) * F(x1, x2), rtol=1e-10)

# Phase space: chain of two-body decays against a flat x1-x2 density
nodes, weights = np.polynomial.legendre.leggauss(100)
unit, unit_w = (nodes + 1) / 2, weights / 2
chain = 0.0
for z, wz in zip(unit, unit_w):  # z = pair mass squared / s
    lorentz = (1 + z) / (2 * np.sqrt(z))
    lorentz_beta = (1 - z) / (2 * np.sqrt(z))
    xa = np.sqrt(z) * (lorentz + lorentz_beta * nodes)
    xb = np.sqrt(z) * (lorentz - lorentz_beta * nodes)
    angular = np.sum(weights / 2 * xa**2 * xb)
    chain += wz / (2 * np.pi) * (1 - z) / (8 * np.pi)**2 * angular
flat = 0.0
for x, w in zip(unit, unit_w):
    y = 1 - x + x * unit
    flat += w * x * np.sum(unit_w * x**2 * y) / (128 * np.pi**3)
assert np.isclose(chain, flat, rtol=1e-11)

# Thrust from its definition: search over axes
rng = np.random.default_rng(4)
angles = np.linspace(0, np.pi, 20001)
plane = np.array([np.sin(angles), 0 * angles, np.cos(angles)])
sphere = rng.normal(size=(3, 20000))
sphere /= np.linalg.norm(sphere, axis=0)
for x1, x2 in [(0.9, 0.7), (0.55, 0.6), (0.5, 0.8), (2 / 3, 2 / 3)]:
    vectors = np.array(momenta(x1, x2))[:, 1:]
    scan = np.sum(abs(vectors @ plane), axis=0) / root_s
    other = np.sum(abs(vectors @ sphere), axis=0) / root_s
    largest = max(x1, x2, 2 - x1 - x2)
    assert abs(scan.max() - largest) < 1e-6  # finite angular step
    assert other.max() <= largest + 1e-12


def log_term(T):
    return np.log((2 * T - 1) / (1 - T))


def fermion_hardest(T):
    return ((1 + T * T) * log_term(T)
            - (3 * T - 2) * (4 - T) / 2) / (1 - T)


def photon_hardest(T):
    return (2 * (1 + (1 - T)**2) / T * log_term(T)
            - 2 * (3 * T - 2))


def D(T):
    return (2 * (3 * T * T - 3 * T + 2) / (T * (1 - T)) * log_term(T)
            - 3 * (3 * T - 2) * (2 - T) / (1 - T))


for T in (0.7, 0.8, 0.93):
    a = quad(lambda x: F(T, x), 2 - 2 * T, T)[0]
    c = quad(lambda x: F(x, 2 - T - x), 2 - 2 * T, T)[0]
    assert np.isclose(a, fermion_hardest(T), rtol=1e-9)
    assert np.isclose(c, photon_hardest(T), rtol=1e-9)
    assert np.isclose(2 * a + c, D(T), rtol=1e-9)


def triangle_integral(t):
    """Integral of F over all events whose largest x is below t."""
    low = 2 - 2 * t
    total = 0.0
    for u, w in zip(unit, unit_w):
        x = low + (t - low) * u
        start = 2 - t - x
        y = start + (t - start) * unit
        total += w * (t - low) * (t - start) * np.sum(unit_w * F(x, y))
    return total


cuts = (0.8, 0.9, 0.95)
integrals = []
for t in cuts:
    from_D = quad(D, 2 / 3, t, epsabs=1e-11)[0]
    assert np.isclose(from_D, triangle_integral(t), rtol=1e-8)
    integrals.append(from_D)

# Behaviour at both ends
step = 1e-5
slope = D(2 / 3 + step) / step
assert abs(slope - 72) < 0.01  # next term is linear in step
gap = 1e-6
upper = gap * D(1 - gap)
assert abs(upper - (4 * np.log(1 / gap) - 3)) < 1e-3

# Mean of 1-T: one-dimensional formula against the full x1-x2 region
mean_coefficient = quad(lambda T: (1 - T) * D(T), 2 / 3, 1,
                        epsabs=1e-10, limit=200)[0]
region = 0.0
for r, wr in zip(unit, unit_w):  # 1-x1 = r*(1-x2), doubled by symmetry
    corner, end = 1 / (1 + 2 * r), 1 / (1 + r)
    for a, b in ((0.0, corner), (corner, end)):
        y2 = a + (b - a) * unit
        y1 = r * y2
        smallest = np.minimum(y1, 1 - y1 - y2)
        value = smallest * F(1 - y1, 1 - y2) * y2
        region += 2 * wr * (b - a) * np.sum(unit_w * value)
assert np.isclose(mean_coefficient, region, rtol=1e-7)

# Worked point, including orientation dependence and mass effect
x1, x2 = 0.9, 0.7
H3 = radiative_tensor(x1, x2)
average3 = orientation_average(H3)
axis_ratios = [beam_contraction(n, H3) / average3 for n in np.eye(3)]
assert max(axis_ratios) - min(axis_ratios) > 0.05
assert np.isclose(np.mean(axis_ratios), 1, rtol=1e-10)
massless = minus_trace(H3)
mass_shift = minus_trace(radiative_tensor(x1, x2, muon_mass)) / massless - 1
double_shift = minus_trace(
    radiative_tensor(x1, x2, 2 * muon_mass)) / massless - 1
assert abs(mass_shift) < 1e-3
assert abs(double_shift / mass_shift - 4) < 0.05  # higher mass powers

prefactor = alpha / (2 * np.pi)
hbar_c = constants.hbar * constants.c / (constants.e * 1e9)  # GeV m
to_pb = hbar_c**2 / 1e-40
T = 0.8
print(f"centre-of-mass energy = {root_s:.1f} GeV")
print(f"muon mass = {muon_mass:.6f} GeV")
print(f"m^2/s = {muon_mass**2 / s:.4e} (dimensionless)")
print(f"alpha = {alpha:.9f} (dimensionless)")
print(f"alpha/(2 pi) = {prefactor:.6e} (dimensionless)")
print(f"sigma0 = {sigma0 * to_pb:.3f} pb")
print(f"x1, x2, x3 = {x1:.2f}, {x2:.2f}, {2 - x1 - x2:.2f} (dimensionless)")
print(f"F at this point = {F(x1, x2):.5f} (dimensionless)")
print(f"double distribution there = {prefactor * F(x1, x2):.6f} "
      "(dimensionless)")
for name, value in zip(("in plane, perpendicular to photon",
                        "normal to event plane", "along photon"),
                       axis_ratios):
    print(f"rate/average, beam {name} = {value:.5f} (dimensionless)")
print(f"relative mass correction there = {mass_shift:.4e} (dimensionless)")
print(f"chosen thrust T = {T:.2f} (dimensionless)")
print(f"logarithm at T = {log_term(T):.6f} (dimensionless)")
print(f"A, fermion hardest = {fermion_hardest(T):.5f} (dimensionless)")
print(f"C, photon hardest = {photon_hardest(T):.5f} (dimensionless)")
print(f"D = 2A+C = {D(T):.5f} (dimensionless)")
print(f"photon-hardest share C/D = {photon_hardest(T) / D(T):.5f} "
      "(dimensionless)")
print(f"(1/sigma0) dsigma/dT = {prefactor * D(T):.6f} (dimensionless)")
for t, value in zip(cuts, integrals):
    print(f"integral of D up to T={t:.2f} = {value:.5f} (dimensionless)")
    print(f"fraction of sigma0 below T={t:.2f} = {prefactor * value:.6f} "
          "(dimensionless)")
print(f"cross section below T={cuts[1]:.2f} = "
      f"{sigma0 * to_pb * prefactor * integrals[1]:.4f} pb")
print(f"slope of D near T=2/3 = {slope:.3f} (dimensionless)")
print(f"(1-T)D at 1-T={gap:.0e} = {upper:.4f} (dimensionless)")
print(f"integral of (1-T)D = {mean_coefficient:.6f} (dimensionless)")
print(f"mean 1-T at order alpha = {prefactor * mean_coefficient:.6e} "
      "(dimensionless)")
print("tests ok")
```

Running it gives:

```
centre-of-mass energy = 20.0 GeV
muon mass = 0.105658 GeV
m^2/s = 2.7909e-05 (dimensionless)
alpha = 0.007297353 (dimensionless)
alpha/(2 pi) = 1.161410e-03 (dimensionless)
sigma0 = 217.136 pb
x1, x2, x3 = 0.90, 0.70, 0.40 (dimensionless)
F at this point = 43.33333 (dimensionless)
double distribution there = 0.050328 (dimensionless)
rate/average, beam in plane, perpendicular to photon = 1.26923 (dimensionless)
rate/average, beam normal to event plane = 0.75000 (dimensionless)
rate/average, beam along photon = 0.98077 (dimensionless)
relative mass correction there = -1.7749e-04 (dimensionless)
chosen thrust T = 0.80 (dimensionless)
logarithm at T = 1.098612 (dimensionless)
A, fermion hardest = 5.80862 (dimensionless)
C, photon hardest = 2.05639 (dimensionless)
D = 2A+C = 13.67363 (dimensionless)
photon-hardest share C/D = 0.15039 (dimensionless)
(1/sigma0) dsigma/dT = 0.015881 (dimensionless)
integral of D up to T=0.80 = 0.76686 (dimensionless)
fraction of sigma0 below T=0.80 = 0.000891 (dimensionless)
integral of D up to T=0.90 = 3.68750 (dimensionless)
fraction of sigma0 below T=0.90 = 0.004283 (dimensionless)
integral of D up to T=0.95 = 8.64768 (dimensionless)
fraction of sigma0 below T=0.95 = 0.010044 (dimensionless)
cross section below T=0.90 = 0.9299 pb
slope of D near T=2/3 = 72.000 (dimensionless)
(1-T)D at 1-T=1e-06 = 52.2620 (dimensionless)
integral of (1-T)D = 1.577603 (dimensionless)
mean 1-T at order alpha = 1.832243e-03 (dimensionless)
tests ok
```
